# Phonon Frequencies and Lifetimes from Trajectories by Spectral Energy Density

Let a classical trajectory give the velocities $v_{lb}(t)$ of the degrees of freedom $b=1,\dots,n$, with masses $m_b$, in the cells $l=1,\dots,N$ of a periodic crystal. Define the mass-weighted velocity amplitudes

$$w_b(\mathbf k,t)=\sqrt{\frac{m_b}{N}}\sum_l v_{lb}(t)\,e^{-i\mathbf k\cdot\mathbf R_l}$$

and let $\dot q_\nu$ be their projections on the $n$ phonon eigenvectors at $\mathbf k$. For a run of any length $T$,

$$\Phi(\mathbf k,\omega)\equiv\frac1T\sum_b\Big|\int_0^T w_b\,e^{-i\omega t}dt\Big|^2=\frac1T\sum_\nu\Big|\int_0^T\dot q_\nu\,e^{-i\omega t}dt\Big|^2 .\tag{1}$$

The left side contains no eigenvectors, so the branch-summed spectrum does not need them. A weakly damped branch appears in it as a line of half-width at half-maximum $\Gamma$, from which the lifetime is $\tau=1/(2\Gamma)$. The finite run broadens the line, to $\Gamma+1/T$ at leading order when $\Gamma T\gg1$, and to $2.783/T$ when $\Gamma T\to0$.

## Two atoms by hand

Take a chain with two atoms per cell, of masses $m$ and $2m$. Neighbours are joined by springs $K$, and each atom is tied to its site by another spring $K$. Atom 1 of cell $l$ has atom 2 of cells $l$ and $l-1$ as neighbours, so its displacement $x_{l1}$ obeys

$$m\ddot x_{l1}=-3Kx_{l1}+K(x_{l2}+x_{l-1,2}).$$

Similarly, $2m\ddot x_{l2}=-3Kx_{l2}+K(x_{l1}+x_{l+1,1})$. Let $s_b=\sqrt{m_b/N}\sum_l x_{lb}e^{-ikal}$, so that $w_b=\dot s_b$. Relabelling cells gives $\sum_l x_{l-1,2}e^{-ikal}=e^{-ika}\sum_l x_{l2}e^{-ikal}$. This uses periodicity, and hence a $k$ that fits the ring. The result is $\ddot s=-D(k)s$.

At $ka=\pi/2$ the coupling is $D_{12}=-K(1-i)/(\sqrt2\,m)=-(K/m)e^{-i\pi/4}$, and

$$D=\frac Km\begin{pmatrix}3&-e^{-i\pi/4}\\-e^{i\pi/4}&3/2\end{pmatrix}.$$

In units of $K/m$ the eigenvalues are $\tfrac94\pm\sqrt{\tfrac9{16}+1}=\tfrac94\pm\tfrac54$, that is, $7/2$ (optical) and $1$ (acoustic). "Acoustic" is only a label for the lower branch: the on-site springs break translation invariance, and at $k=0$ this branch has $\omega^2=(9-\sqrt{41})K/4m=0.649\,K/m$, not zero as in a real crystal. The first row of the eigenvalue equation gives $e_1=-2e^{-i\pi/4}e_2$ for the optical branch and $2e_1=e^{-i\pi/4}e_2$ for the acoustic one. Normalized,

$$e_{\rm op}=\frac1{\sqrt5}\begin{pmatrix}2\\-e^{i\pi/4}\end{pmatrix},\qquad e_{\rm ac}=\frac1{\sqrt5}\begin{pmatrix}1\\2e^{i\pi/4}\end{pmatrix}.$$

Projection means $\dot q_\nu=\sum_b e_{b\nu}^*w_b$. With $X={\rm Re}(w_1^*e^{-i\pi/4}w_2)$,

$$|\dot q_{\rm op}|^2=\tfrac15(4|w_1|^2+|w_2|^2-4X),\qquad |\dot q_{\rm ac}|^2=\tfrac15(|w_1|^2+4|w_2|^2+4X).$$

The cross terms cancel in the sum, which is $|w_1|^2+|w_2|^2$. Because the eigenvectors do not depend on time, the same algebra holds for the Fourier transforms of $w_1$ and $w_2$ at each frequency.

Suppose instead that the atoms are added before squaring. Since $w_b=\sum_\nu e_{b\nu}\dot q_\nu$, branch $\nu$ then enters $|w_1+w_2|^2$ with weight $|\sum_b e_{b\nu}|^2$. This is $(5-2\sqrt2)/5=0.434$ for the optical branch and $(5+2\sqrt2)/5=1.566$ for the acoustic one. Two branches of equal power would appear with an optical share of $0.434/2=0.217$. Attaching another phase to atom 2 changes these weights, but leaves $|w_1|^2+|w_2|^2$ unchanged.

## The general identity

For $n$ degrees of freedom per cell, denote the transform over $[0,T]$ by a tilde. Then

$$\sum_\nu|\tilde{\dot q}_\nu|^2=\sum_{bb'}\tilde w_b\tilde w_{b'}^*\sum_\nu e_{b\nu}^*e_{b'\nu}=\sum_b|\tilde w_b|^2,$$

because a complete orthonormal set satisfies $\sum_\nu e_{b\nu}^*e_{b'\nu}=\delta_{bb'}$. Nothing was assumed about the forces, so the identity also holds for anharmonic motion. It fails if branches are missing, if the eigenvectors are not orthonormal, or if the mass weights are applied on one side only. Unweighted velocities on both sides still satisfy the identity, but their projections no longer separate the branches, and the sum rule below is lost.

What the sum cannot do is say which branch a peak belongs to. If two lines overlap, projection on eigenvectors separates them, provided the harmonic eigenvectors still describe the motion well.

In classical equilibrium at temperature $\Theta$, each $\langle|\dot q_\nu|^2\rangle$ equals $k_B\Theta$. Hence $\int\Phi\,d\omega/2\pi=nk_B\Theta$, which is twice the mean kinetic energy at $\mathbf k$.

## From damping to a line

Let every atom feel a friction force $-\gamma m_bv_{lb}$ and the matching thermal noise. The projected equation is $\ddot q+\gamma\dot q+\omega_0^2q=\eta(t)$. The noise $\eta$ is uncorrelated with earlier velocities, so for $t>0$ the function $C(t)=\langle\dot q^*(0)\dot q(t)\rangle$ obeys the same equation without noise. Its exponents are $-\gamma/2\pm i\Omega$ with $\Omega^2=\omega_0^2-\gamma^2/4$. The starting values are $C(0)=k_B\Theta$ and $C'(0^+)=-\gamma k_B\Theta$, since $\langle\dot q^*q\rangle=0$ in equilibrium. Therefore

$$C(t)=k_B\Theta\,e^{-\gamma t/2}\Big[\cos\Omega t-\frac{\gamma}{2\Omega}\sin\Omega t\Big].$$

For $\gamma\ll\omega_0$ this is $k_B\Theta\,e^{-\Gamma|t|}\cos\omega_0t$ with $\Gamma=\gamma/2$.

The energy decays twice as fast. The amplitudes $a_\pm=\dot q\pm i\omega_0q$ describe the two directions of travel, and $|\dot q|^2+\omega_0^2|q|^2=\tfrac12(|a_+|^2+|a_-|^2)$. For a complex Gaussian amplitude, the covariance of $|a(0)|^2$ and $|a(t)|^2$ is $|\langle a^*(0)a(t)\rangle|^2\propto e^{-2\Gamma t}$. This gives $\tau=1/(2\Gamma)$. The step relies on Gaussian statistics and linear damping; in general, a linewidth need not equal the decay rate of the energy.

## What a finite run shows

The average of $|\tilde{\dot q}|^2/T$ is a double integral over two times in $[0,T]$. Pairs with difference $s$ occupy a length $T-|s|$, so

$$\Big\langle\frac{|\tilde{\dot q}|^2}{T}\Big\rangle=\int_{-T}^{T}\Big(1-\frac{|s|}{T}\Big)C(s)e^{-i\omega s}ds.$$

The cosine puts half the power near $+\omega_0$ and half near $-\omega_0$. The positive line is $\tfrac12k_B\Theta\,S_T$. With $\delta=\omega-\omega_0$ and $z=\Gamma+i\delta$,

$$S_T=2\,{\rm Re}\int_0^T\Big(1-\frac sT\Big)e^{-zs}ds,$$

since negative $s$ supplies the complex conjugate. The two integrals needed are $\int_0^Te^{-zs}ds=(1-e^{-zT})/z$ and $\int_0^Tse^{-zs}ds=(1-e^{-zT})/z^2-Te^{-zT}/z$. The terms in $e^{-zT}/z$ cancel, leaving

$$S_T=2\,{\rm Re}\Big[\frac1z-\frac{1-e^{-zT}}{z^2T}\Big].\tag{2}$$

**Long run.** For $\Gamma T\gg1$ drop the exponential:

$$S_T\simeq\frac{2\Gamma}{\Gamma^2+\delta^2}-\frac{2(\Gamma^2-\delta^2)}{T(\Gamma^2+\delta^2)^2}.$$

The first term is the Lorentzian of an infinite run. The peak height is $(2/\Gamma)(1-1/\Gamma T)$. Put $\delta=\Gamma(1+\epsilon)$ at half height. To first order the first term is $(1-\epsilon)/\Gamma$. The second is of order $\epsilon/(\Gamma T)$ relative to it and drops out. Equating to half the peak gives $\epsilon=1/(\Gamma T)$, so the apparent half-width is $\Gamma+1/T$. At $\Gamma T=50$ the full formula gives an apparent width of $1.0206\,\Gamma$, against $1.02\,\Gamma$ from this estimate.

**Short run.** For $\Gamma\to0$, $z=i\delta$ and

$$S_T=\frac{2(1-\cos\delta T)}{\delta^2T}=T\left[\frac{\sin(\delta T/2)}{\delta T/2}\right]^2 .$$

Half height is at $|\delta|T=2.783$. An undamped mode thus acquires a width from the observation time alone. Padding the data with zeros gives more points on this curve, but does not narrow it.

## Noise and fitting

For a Gaussian mode, $P=|\tilde{\dot q}|^2/T$ near the line is the squared modulus of a complex Gaussian number. Its distribution is $e^{-P/S}/S$, where $S$ is its mean, and its standard deviation equals its mean. A longer run gives more frequency points, not quieter ones. One must average, or fit many points together.

The negative logarithm of the probability gives the quantity to minimize, summed over frequencies:

$$\sum_j\Big[\ln S(\omega_j)+\frac{P_j}{S(\omega_j)}\Big].$$

Here $S$ is an amplitude times (2), with $\omega_0$, $\Gamma$ and the amplitude free.

The attainable precision follows from the mean curvature of this sum. With $L=\ln S$, the second derivative of $L+Pe^{-L}$ is $L''+Pe^{-L}(L'^2-L'')$, whose mean is $L'^2$. Frequencies spaced by $2\pi/T$ are nearly independent for a well-resolved line. With $M$ independent spectra, the information on a parameter is therefore $(MT/2\pi)\int L'^2d\delta$.

Write $S=h/(\Gamma^2+\delta^2)$. Then $\partial L/\partial\omega_0=2\delta/(\Gamma^2+\delta^2)$ and, at fixed $h$, $\partial L/\partial\Gamma=-2\Gamma/(\Gamma^2+\delta^2)$. With $\delta=\Gamma\tan\theta$, the squared derivatives integrate to $(4/\Gamma)\int\sin^2\theta\,d\theta$ and $(4/\Gamma)\int\cos^2\theta\,d\theta$ over $-\pi/2<\theta<\pi/2$. Both equal $2\pi/\Gamma$. In a band much wider than $\Gamma$, the many tail points fix $h$, and its uncertainty can be neglected. The information is then $MT/\Gamma$ for either parameter, and

$$\sigma(\omega_0)\simeq\sigma(\Gamma)\simeq\sqrt{\frac{\Gamma}{MT}}.\tag{3}$$

Broadening falls as $1/T$ and can be modelled. Statistical error falls as $1/\sqrt{MT}$ and needs more data. At general $\mathbf k$, the lines at $+\omega_0$ and $-\omega_0$ belong to waves travelling in opposite directions and count as two spectra.

## The algorithm

1. Equilibrate, then store velocities at an interval $h_t$ with $\pi/h_t$ above the highest phonon frequency.
2. For each $\mathbf k$ that fits the periodic cell, form $w_b(\mathbf k,t)$.
3. Transform each $w_b$ in time, square, and only then sum over $b$. Average over runs.
4. Where lines overlap, diagonalize $D(\mathbf k)$ and transform the projected $\dot q_\nu$ instead.
5. Fit each line with (2), using the actual $T$.
6. Repeat with other run lengths, and compare the width with the decay of the mode-energy correlation before calling $1/(2\Gamma)$ an energy lifetime.

## A chain with a known lifetime

The two-atom chain now receives round parameters: 16 cells, masses 20 and 40 u, $K=20$ N/m, $\Theta=300$ K and $\gamma=0.4$ ps$^{-1}$. The expected half-width is $0.4/2=0.2$ rad/ps and the lifetime is $1/(2\times0.2)=2.5$ ps. At $ka=\pi/2$ the acoustic frequency is $\sqrt{K/m}=24.54$ rad/ps. The optical one is $\sqrt{7/2}\times24.54=45.91$ rad/ps, or 7.307 THz. There are 128 runs of 81.92 ps, sampled every 0.02 ps. The damped equation is propagated without time-step error.

The integrated branch sum is $2.003\,k_B\Theta$, where 2 is expected. The optical share is 0.503 with the atom sum outside the modulus. With the sum inside it falls to 0.225, close to the hand value 0.217.

The fitted half-widths are 0.204 rad/ps (optical) and 0.199 rad/ps (acoustic), which give lifetimes of 2.46 and 2.51 ps. With $M=256$, equation (3) gives an error of $\sqrt{0.2/(256\times81.92)}=0.003$ rad/ps, so both widths are compatible with 0.2.

The fitted frequencies lie above the true ones by 0.008 rad/ps (optical) and 0.014 rad/ps (acoustic), more than this error. The symmetric line model accounts for most of the offset. The full velocity spectrum of the damped mode is proportional to $1/[(\omega-\omega_0^2/\omega)^2+\gamma^2]$. Since $\omega-\omega_0^2/\omega\simeq2\delta(1-\delta/2\omega_0)$, its tails exceed the Lorentzian by a factor $1+\delta/\omega_0$. In a fit over $|\delta|<W$, this tilt $r=\delta/\omega_0$ moves the centre by

$$\frac{\int L'r\,d\delta}{\int L'^2d\delta}\simeq\frac{4W/\omega_0}{2\pi/\Gamma}=\frac{2\Gamma W}{\pi\omega_0}.$$

With $W=3$ rad/ps this is 0.008 and 0.016 rad/ps.

Cutting the same trajectories into short pieces shows the resolution limit (half-widths in rad/ps):

| $T$ (ps) | measured | from (2) | $\Gamma+1/T$ |
|---|---|---|---|
| 10.24 | 0.384 | 0.383 | 0.298 |
| 20.48 | 0.266 | 0.270 | 0.249 |

At 10.24 ps, $\Gamma T$ is only about 2, and the long-run estimate is too small. A bare Lorentzian fit there gives 0.310 rad/ps and a lifetime of 1.61 ps, 36% below the true value. Fitting (2) to the same data gives 0.206 rad/ps and 2.43 ps. These fits average 1024 pieces. Short runs can therefore still yield a lifetime, if there are enough of them and the window is part of the model.

At the optical peak, a single periodogram value scatters by 0.92 of its mean over the 128 runs, where theory gives 1. Fits to pairs of full-length runs have $M=4$, and (3) predicts $\sqrt{0.2/(4\times81.92)}=0.025$ rad/ps. The observed scatter is 0.027 for $\omega_0$ and 0.030 for $\Gamma$. The law is a leading estimate for a wide band and large $\Gamma T$, and serves here to within about 20%. The optical energy correlation at 2.5 ps is 0.373, against $1/e=0.368$.

## An anharmonic width is not yet an energy lifetime

Now remove friction and noise, and add the potential $\beta x^4/4$ at every site, with $\beta=8.0\times10^{21}$ N/m$^3$. The runs conserve energy, apart from integration error. On one of them, the sum over real-space normal modes at $\pm k$ agrees with the atom sums to $7\times10^{-16}$ of the largest spectral value. This tests (1) for motion that is not harmonic.

Mean-field theory replaces the force $-\beta x^3$ by $-3\beta\langle x^2\rangle x$, the Gaussian average of its slope times $x$. The on-site spring grows by $3\beta\langle x^2\rangle$, with $\langle x^2\rangle$ found self-consistently in the stiffened chain. The predicted optical shift is 0.615 rad/ps. The spectral centroid moves by 0.600 rad/ps relative to a harmonic control run. This agrees with the prediction to about 2%, a difference too small to interpret without an error bar on the shift.

The control matters because the integrator itself shifts frequencies. For a harmonic mode, velocity Verlet with step $\Delta$ obeys $2\sin(\omega'\Delta/2)=\omega\Delta$, so $\omega'\simeq\omega(1+\omega^2\Delta^2/24)$. With $\Delta=0.004$ ps this adds 0.06 rad/ps at the optical frequency. Added to the shift of 0.600 rad/ps, it accounts for most of the 0.67 rad/ps by which the fitted centre, 46.58 rad/ps, exceeds the harmonic value.

The fitted half-width is 0.035 rad/ps. In the control it falls to the smallest value the fit allows, 0.0003 rad/ps, so the width comes from the anharmonic term and not from the window. However, $\Gamma T$ is only about 3, and the fit assumes a single exponentially damped line. That assumption is doubtful here, because the runs differ in energy. The total energy of 32 independent classical modes has a relative standard deviation of $1/\sqrt{32}=0.18$. The frequency shift grows roughly in proportion to the energy, so the line centre varies from run to run by about $0.18\times0.6\simeq0.1$ rad/ps. This exceeds the fitted half-width, although an average of lines cannot be much narrower than the spread of their centres. The single-line model therefore misses the shape of the averaged line, and 0.035 rad/ps is not its half-width at half-maximum. In a band of $\pm3$ rad/ps nearly all points lie in the tails, and these set the fitted value; narrower bands give larger values, about 0.05 rad/ps for $\pm1$ and 0.07 rad/ps for $\pm0.5$. The part of the spread that comes from the total energy is a finite-size effect and falls as $1/\sqrt N$. The tail value is less sensitive: it is about 0.03 rad/ps for runs of equal total energy and 0.035 rad/ps for 64 cells.

The corresponding $1/(2\Gamma)$ is 14.3 ps. At that time the energy correlation is 0.480, against $1/e=0.368$. Part of the excess can come from energy conservation. Each run keeps its initial total energy, shared among 32 real modes, two of which make up the complex mode at $k$. For equal, independent mode-energy variances in the initial ensemble and complete later sharing, the correlation would level off at $2/32=0.06$. Exponential decay towards that level would give $0.06+0.94/e=0.41$ at 14.3 ps. The remaining difference of 0.07 is not significant: the scatter between runs gives this correlation a standard error of about 0.05 to 0.07 for 128 runs. The data are compatible with an energy decay time near 14 ps but fix it only loosely. What they do show is that the anharmonic term broadens the averaged line partly through a spread of line centres, which removes no energy. A lifetime read from the half-height width of that line would therefore be too short.

The numerical output follows.

## Numbers as computed

```
masses (u): 20.0 40.0  cells: 16  ka (rad): 1.5708
bond, on-site springs (N/m): 20.0 20.0
temperature (K): 300.0  friction (1/ps): 0.4
runs: 128  run length (ps): 81.92  sampling (ps): 0.02
acoustic, optical omega (rad/ps): 24.5401 45.9102
acoustic, optical frequency (THz): 3.9057 7.3068
Fejer half-width times T (rad): 2.7831
apparent/true width at Gamma*T = 50: 1.02061
integrated branch sum / kT (2 expected): 2.003
optical share, atom sum outside modulus: 0.503
optical share, atom sum inside modulus: 0.225 (predicted 0.217)
true half-width (rad/ps): 0.2000  lifetime (ps): 2.500
optical fit: omega (rad/ps) 45.9179, half-width (rad/ps) 0.2036
acoustic fit: omega (rad/ps) 24.5537, half-width (rad/ps) 0.1990
optical, acoustic lifetime from fit (ps): 2.456 2.512
T = 10.24 ps: apparent half-width (rad/ps) measured 0.3836, theory 0.3830, Gamma+1/T 0.2977
  bare Lorentzian fit (rad/ps): 0.3103 -> lifetime (ps) 1.611
  finite-run fit (rad/ps): 0.2062 -> lifetime (ps) 2.425
T = 20.48 ps: apparent half-width (rad/ps) measured 0.2660, theory 0.2701, Gamma+1/T 0.2488
T = 81.92 ps: theoretical apparent half-width (rad/ps) 0.2134
relative scatter of one periodogram value: 0.922
fit scatter (rad/ps), 4 spectra: omega 0.0273, Gamma 0.0295, law 0.0247
energy correlation at 1/(2 Gamma), damped chain: 0.373 (1/e = 0.368)
quartic constant (N/m^3): 8.0e+21
branch-sum identity, largest relative error: 7.3e-16
anharmonic run: kinetic temperature (K) 301.5, energy error 2.1e-03
optical shift (rad/ps): trajectory 0.6004, mean field 0.6148
fitted line centre, anharmonic (rad/ps): 46.5813
fitted half-width (rad/ps): harmonic control 0.00034 (fit floor 0.00034)
fitted half-width (rad/ps): anharmonic 0.0350
1/(2 Gamma), anharmonic (ps): 14.290
energy correlation at that time, anharmonic: 0.480
```
